# Spin-orbit constants of open-shell diatomics, with NO and OH

**Setting.** The spin-orbit energy of a linear molecule with one open $\pi$ orbital is described by the one-electron operator

$$H=\sum_i a\,\mathbf l_i\cdot\mathbf s_i .$$

The algebra uses atomic units ($\hbar=1$), so $a$ is an energy. An electron has axial orbital quantum number $m$ ($0$ for $\sigma$, $\pm1$ for $\pi$) and spin projection $m_s=\pm\frac12$, written $\uparrow,\downarrow$. Totals are $\Lambda=\sum m$, $\Sigma=\sum m_s$ and $\Omega=\Lambda+\Sigma$, with signs kept. The constant $A$ of a term is defined by

$$H_{\rm eff}=A\,L_zS_z,\qquad E=A\Lambda\Sigma .$$

The molecule does not rotate, one electron configuration is used, and spin-orbit coupling is treated to first order unless a part says otherwise.

## Part (a)

**Question.** Which part of $H$ acts inside one configuration? Use the field form $h=\frac{\alpha^2}{2}\,\mathbf s\cdot(\nabla V\times\mathbf p)$, with $\alpha$ the fine-structure constant and $V$ the potential energy of an electron, to find what $a$ measures in an axial molecule.

**Answer.** With $l_\pm=l_x\pm il_y$ and $s_\pm=s_x\pm is_y$,

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

The ladder terms change $m$ of one electron by one unit. They move a $\pi$ electron into a $\sigma$ or $\delta$ orbital, or a $\sigma$ electron into a $\pi$ orbital. The number of electrons in each shell then changes, so these terms have no matrix elements inside the configuration. They act at second order, through other configurations. What remains is

$$H\to a\sum_i m_i\,m_{s,i}.$$

For the field form, let $\rho$ be the distance from the axis. Axial symmetry means that $V$ depends on $\rho$ and $z$, so $\partial_xV=(x/\rho)\,\partial_\rho V$ and $\partial_yV=(y/\rho)\,\partial_\rho V$. Hence

$$(\nabla V\times\mathbf p)_z=\partial_xV\,p_y-\partial_yV\,p_x=\frac1\rho\frac{\partial V}{\partial\rho}(xp_y-yp_x)=\frac1\rho\frac{\partial V}{\partial\rho}\,l_z,$$

$$a=\frac{\alpha^2}{2}\left\langle\pi\left|\frac1\rho\frac{\partial V}{\partial\rho}\right|\pi\right\rangle .$$

The average depends on $|\pi|^2$, which is the same for $m=+1$ and $m=-1$, so one constant serves both. For a nucleus of charge $Z$, $V=-Z/r$ with $r^2=\rho^2+z^2$, and $\frac1\rho\partial_\rho V=Z/r^3>0$. The nuclei therefore give a positive $a$, weighted towards small $r$. Repulsion from the other electrons reduces it. Below, $a>0$ is assumed, and part (f) checks this for the two molecules.

## Part (b)

**Question.** Find $A$ for the $^2\Pi$ terms of $\pi^1$ and $\pi^3$. State which component, $|\Omega|=\frac12$ or $\frac32$, lies lower.

**Answer.** For $\pi^1$ the totals are those of the single electron, $\Lambda=m$ and $\Sigma=m_s$. Then $E=a\,m\,m_s=a\Lambda\Sigma$ in all four states, and

$$A(\pi^1)=+a .$$

The component $|\Omega|=\frac32$ has $\Lambda\Sigma=+\frac12$ and energy $+a/2$; $|\Omega|=\frac12$ has energy $-a/2$. The interval $E_{3/2}-E_{1/2}$ equals $A$. The $\frac12$ component is lower, and the doublet is called regular.

For $\pi^3$, first fill the shell:

$$\sum_{\rm full}m\,m_s=(+1)\tfrac12+(+1)(-\tfrac12)+(-1)\tfrac12+(-1)(-\tfrac12)=0 .$$

The totals $\sum m$ and $\sum m_s$ of the full shell also vanish. Removing the electron $(m,m_s)$ leaves

$$\Lambda=-m,\qquad\Sigma=-m_s,\qquad E=0-a\,m\,m_s=-a\Lambda\Sigma ,$$

because the two minus signs in $\Lambda\Sigma=(-m)(-m_s)$ cancel, whereas the single minus sign in the energy stays. Therefore

$$A(\pi^3)=-a .$$

The doublet is inverted, with $|\Omega|=\frac32$ lower. As a direct check, $\pi_+^2\pi_-^1$ with the unpaired spin up has $\Lambda=+1$ and $\Sigma=+\frac12$. Its energy is $a(\frac12-\frac12-\frac12)=-a/2$, which equals $A\Lambda\Sigma$ for $A=-a$.

## Part (c)

**Question.** Find $A$ for the $^3\Pi$ term of $\sigma^1\pi^1$. A $^1\Pi$ term of the same configuration lies an energy $\Delta>0$ above it. How does this term alter the first-order pattern?

**Answer.** Take $m=+1$, so $\Lambda=+1$. With both spins up, $\Sigma=1$. The $\sigma$ electron has $m=0$ and contributes nothing:

$$E=a\left(0\cdot\tfrac12+1\cdot\tfrac12\right)=\frac a2=A\cdot1\cdot1
\quad\Rightarrow\quad A(^3\Pi)=+\frac a2 .$$

Both spins are counted in $\Sigma$, but one of them feels the orbital motion. With both spins down, $\Sigma=-1$ and $E=-a/2$, in agreement. For $\Sigma=0$ define the determinants $d_1=|\sigma{\uparrow}\,\pi_+{\downarrow}|$ and $d_2=|\sigma{\downarrow}\,\pi_+{\uparrow}|$. The triplet and singlet are

$$T_0=\frac{d_1+d_2}{\sqrt2},\qquad S_0=\frac{d_1-d_2}{\sqrt2}.$$

Since $Hd_1=-\frac a2d_1$ and $Hd_2=+\frac a2d_2$ within the configuration,

$$HT_0=-\frac a2\,\frac{d_1-d_2}{\sqrt2}=-\frac a2\,S_0 .$$

The diagonal element of $T_0$ is zero, as $A\Lambda\Sigma$ requires, but the triplet is coupled to the singlet with strength $a/2$. Reversing $\Lambda$ reverses the sign of every element of $H$, which is again the behaviour of $A\Lambda\Sigma$.

To see when the coupling matters, measure energies from the triplet without spin-orbit coupling. The two $\Omega=1$ levels solve

$$E(E-\Delta)-\frac{a^2}{4}=0,\qquad E_\pm=\frac{\Delta\pm\sqrt{\Delta^2+a^2}}2 .$$

For $a\ll\Delta$, expanding the root gives $E_-\approx-a^2/(4\Delta)$. The interval from $\Omega=1$ to $\Omega=2$ becomes $a/2+a^2/(4\Delta)$, and that from $\Omega=0$ to $\Omega=1$ becomes $a/2-a^2/(4\Delta)$. The equal spacing $A$ is thus the leading result in $a/\Delta$. In the opposite limit, $\Delta\to0$, the levels are $E_\pm=\pm a/2$. These are the energies of the $\pi$ electron alone, with a free $\sigma$ spin beside it, and a separate triplet constant has lost its meaning.

## Part (d)

**Question.** Evaluate the three constants and the first-order triplet levels for the model value $a=0.0160$ eV.

**Answer.** The constants are $A(\pi^1)=+0.0160$ eV, $A(\pi^3)=-0.0160$ eV and $A(^3\Pi)=0.0160/2=+0.0080$ eV. For $\Lambda=+1$ the triplet levels with $\Omega=0,1,2$ lie at $-0.0080$, $0$ and $+0.0080$ eV. The singlet–triplet coupling is also $0.0080$ eV.

These values agree with a test in which the complete operator, ladder terms included, was built as a matrix for many electrons in a $p$ shell and then restricted to each term. In all three terms the restricted matrix was equal to $A\,L_zS_z$ within rounding.

## Part (e)

**Question.** In a real molecule the other electrons produce part of the field. The axial part of the Breit–Pauli operator is

$$H=\frac{\alpha^2}{2}\Big[\sum_iu(i)\,s_{zi}+\sum_{i\ne j}w(i,j)\,(s_{zi}+2s_{zj})\Big],$$

$$u=\sum_K\frac{Z_K\,l_z}{r_K^3},\qquad w(i,j)=-\frac{(\mathbf r_{ij}\times\mathbf p_i)_z}{r_{ij}^3},$$

where $K$ labels the nuclei, all on the axis. Find $a$ for one $\pi$ electron outside closed shells. Does the sign rule for a hole survive?

**Answer.** Write $(pq|rs)=\iint p^*(1)\,r^*(2)\,w(1,2)\,q(1)\,s(2)$. In a determinant, each ordered pair of spin orbitals gives a direct term minus an exchange term, and the exchange term requires equal spins. Let the outer electron be $\varphi=\pi_+$ with spin $m_s$, and let $k$ run over the closed-shell orbitals, chosen real, with spins $t=\pm\frac12$.

Pairs within the closed shells cancel, because their spin factors sum to zero over $t$. The pairs that involve $\varphi$ give the following terms.

- Direct, $\varphi$ moving in the field of $k$: $\sum_t(m_s+2t)(\varphi\varphi|kk)=2m_s(\varphi\varphi|kk)$.
- Direct, $k$ moving in the field of $\varphi$: this is proportional to $(kk|\varphi\varphi)$, which is zero. The operator $w$ is Hermitian and purely imaginary in electron 1, and such an operator has zero mean in a real orbital.
- Exchange, where $t=m_s$ and the spin factor is $m_s+2m_s=3m_s$: $-3m_s\left[(\varphi k|k\varphi)+(k\varphi|\varphi k)\right]$.

The total is $E=a\,m_s$ with $m=+1$, so

$$a=\frac{\alpha^2}{2}\Big\{\langle\varphi|u|\varphi\rangle+\sum_k\big[2(\varphi\varphi|kk)-3(\varphi k|k\varphi)-3(k\varphi|\varphi k)\big]\Big\}.$$

The first term in the sum is the field of the closed-shell charge, as in part (a). The other two are exchange terms. In each factor $3=1+2$, the 1 comes from the coupling of a spin to its own electron's motion, and the 2 from the magnetic coupling of a spin to the other electron's motion.

For a hole, start from the configuration with the $\pi$ shell filled. Its spin-orbit energy is zero. Removing the spin orbital $(m,m_s)$ removes its one-electron term and all its pairs, which together equal $a\,m\,m_s$, where $k$ now includes the filled $\pi$ shell. What is left is $-a\,m\,m_s=-a\Lambda\Sigma$. The rule $A=-a$ survives, provided that $a$ is evaluated in the field of the filled shells. The value of $a$ thus belongs to a given molecule and orbital, and is not shared between $\pi^1$ and $\pi^3$ molecules.

Both results were tested for the molecules of part (f) against an explicit sum of the full two-electron operator over all occupied spin orbitals.

## Part (f)

**Question.** The given constants are $A=+123$ cm$^{-1}$ for NO and $A=-139$ cm$^{-1}$ for OH. Explain the signs. Then use the calculated data below to explain why the magnitudes are similar and why that of NO is the smaller.

The data come from single-configuration Hartree–Fock orbitals, averaged over the two $\pi$ components, in the cc-pVTZ basis without its $f$ functions. The chosen bond lengths are 1.15 angstrom for NO and 0.97 angstrom for OH. The digits shown belong to this basis and are not converged, because the operator weights small $r$. In the uncontracted cc-pVQZ basis ($s$, $p$, $d$ on N and O, $s$, $p$ on H) with two tight $p$ functions added on N and O, $a$ rises by 3% in both molecules, to 0.01428 eV for NO and 0.01745 eV for OH. The bare values rise by about 2%, and the NO populations become 0.947 and 0.542. The trends discussed below are the same in both bases. A one-centre part of $a$ has both orbital factors on the same atom.

| Quantity | NO | OH |
|---|---|---|
| $a$, bare nuclei (eV) | 0.02302 | 0.02655 |
| $a$, with electrons (eV) | 0.01387 | 0.01694 |
| one-centre part, N or H (eV) | 0.00740 | 0.00000 |
| one-centre part, O (eV) | 0.00752 | 0.01686 |
| two-centre part (eV) | −0.00105 | +0.00008 |
| net population, N or H | 0.929 | 0.001 |
| net population, O | 0.533 | 0.965 |

**Answer.** *Signs.* NO has 15 electrons, one of them in the antibonding $\pi^*$ orbital outside closed shells. This is the case $\pi^1$, so $A=+a>0$. OH has 9 electrons, $1\sigma^22\sigma^23\sigma^21\pi^3$, so $A=-a<0$. The calculated $a$ is positive in both molecules, as the argument requires. The ground component is $|\Omega|=\frac12$ in NO and $|\Omega|=\frac32$ in OH.

*Size of the screening.* The electrons reduce the bare-nucleus value by the factor $0.01387/0.02302=0.60$ in NO and $0.01694/0.02655=0.64$ in OH. An estimate from bare nuclear charges would be too large by more than half.

*OH.* The hole is almost wholly on oxygen, which supplies $0.01686$ of the $0.01694$ eV. The constant of OH is essentially that of an oxygen $2p$ electron in this molecule.

*NO.* The parts add up as

$$0.00740+0.00752-0.00105=0.01387\ \text{eV}.$$

In this calculation the one-centre parts of nitrogen and oxygen are almost equal, although the net population is much larger on nitrogen. Dividing each part by its population defines an effective atomic constant $\zeta$:

$$\zeta_{\rm N}=\frac{0.00740}{0.929}=0.0080\ \text{eV},\qquad
\zeta_{\rm O}=\frac{0.00752}{0.533}=0.0141\ \text{eV}.$$

The electron thus spends more of its density on the atom with the weaker coupling. To see the effect, give nitrogen the oxygen value and keep the rest fixed. Then $a$ would be $0.929\times0.0141+0.0075-0.0011\approx0.0195$ eV, above the OH value. The small $\zeta_{\rm N}$ is what brings NO below OH in this decomposition.

Within the same decomposition a second feature acts the other way. The populations on N and O add up to $1.462$, not to 1. In an antibonding orbital the overlap population is negative, here $-0.462$, and normalization then requires larger basis-function coefficients on the atoms. To see how much this weighs in the bookkeeping, drop the two-centre part, scale the populations to a sum of 1 and keep the two values of $\zeta$. The populations become $0.635$ and $0.365$, and the estimate is

$$0.635\times0.0080+0.365\times0.0141\approx0.0102\ \text{eV},$$

about a quarter below the calculated $0.0139$ eV. This number is the sum of the one-centre parts divided by $1.462$, because the values of $\zeta$ were obtained by dividing by the same populations. It restates the population sum, which depends on the basis, and does not show that the amplitude near the nuclei is raised by that factor. What the table shows directly is that the two one-centre parts of NO add up to $0.0149$ eV, close to the single oxygen part of OH, $0.0169$ eV.

The value of $\zeta_{\rm O}$ is smaller in NO than in OH, where $0.01686/0.965=0.0175$ eV. It is therefore not a transferable atomic constant. Net populations also depend on the basis, so the decomposition is a guide to the trend and does not define a unique share for each atom.

*Comparison with the given constants.*

| Molecule | $A$ calculated | $A$ given | Ratio |
|---|---|---|---|
| NO | +0.0139 eV (+112 cm$^{-1}$) | +0.0153 eV (+123 cm$^{-1}$) | 0.91 |
| OH | −0.0169 eV (−137 cm$^{-1}$) | −0.0172 eV (−139 cm$^{-1}$) | 0.98 |

Relative to the given values, the magnitudes calculated in this basis are 9% too small for NO and 2% too small for OH. In the larger basis described above they are 115 and 141 cm$^{-1}$, that is 6% too small for NO and 1% too large for OH, so the OH deviation is smaller than the basis error. The signs and the order of the magnitudes are reproduced. The calculation leaves out electron correlation, second-order spin-orbit effects, vibrational averaging and the missing basis functions. Apart from the shift of about 3% from more flexible $s$, $p$ and $d$ functions, their separate sizes were not determined, so the closer agreement for OH may owe something to cancellation.

## Calculated quantities

```
Model a: 0.0160 eV
Model A for pi^1: +0.0160 eV
Model A for pi^3: -0.0160 eV
Model A for triplet sigma-pi: +0.0080 eV
Model triplet levels, Omega = 0, 1, 2: -0.0080, +0.0000, +0.0080 eV
Model singlet-triplet coupling: 0.0080 eV
NO bond length: 1.15 angstrom
NO a, bare nuclei: 0.02302 eV
NO a, with electrons: 0.01387 eV
NO ratio screened/bare: 0.602
NO net pi population on N: 0.929
NO one-centre part of a on N: 0.00740 eV
NO net pi population on O: 0.533
NO one-centre part of a on O: 0.00752 eV
NO two-centre part of a: -0.00105 eV
NO two-centre pi overlap population: -0.462
OH bond length: 0.97 angstrom
OH a, bare nuclei: 0.02655 eV
OH a, with electrons: 0.01694 eV
OH ratio screened/bare: 0.638
OH net pi population on H: 0.001
OH one-centre part of a on H: 0.00000 eV
OH net pi population on O: 0.965
OH one-centre part of a on O: 0.01686 eV
OH two-centre part of a: +0.00008 eV
OH two-centre pi overlap population: +0.033
zeta of N in NO (part/population): 0.00796 eV
zeta of O in NO (part/population): 0.01412 eV
zeta of O in OH (part/population): 0.01746 eV
NO A computed: +0.01387 eV = +111.9 cm^-1
NO A given: +0.01525 eV = +123 cm^-1
NO computed/given: 0.909
OH A computed: -0.01694 eV = -136.6 cm^-1
OH A given: -0.01723 eV = -139 cm^-1
OH computed/given: 0.983
```
